# Born closure for electron scattering from polar molecules: a program that tests the result

```python
# Born closure for electron scattering from a polar linear rotor.
# Model: V = -e D cos(g)/(4 pi eps0 r^2) for r>a, spherical well -V0 for r<a.
# d = m e D/(4 pi eps0 hbar^2); T=(S-1)/2i; k, kp initial/final wave numbers; B rotational constant.
# Under test: fixed-nuclei (FN) Born f=-2i d q.Dhat/q^2, sigma diverges like harmonic numbers;
# rotor Born sigma=(8 pi d^2/3k^2) w ln((k+kp)/|k-kp|), w=max(J,J')/(2J+1);
# closure sigma = rotor Born + (4 pi/k^2) sum_l (p_l - pB_l), p_l = sum_{l',m}|T^m_{l'l}|^2.
# Internally lengths are in 1/k (k=1); printed values are SI.
import numpy as np
from scipy import constants as C
from scipy.special import jv, yv, jvp, yvp, spherical_jn as sj, spherical_yn as sy, lpmv, gammaln
from scipy.integrate import quad, simpson
from scipy.optimize import brentq
from scipy.linalg import expm
from sympy.physics.wigner import wigner_3j, wigner_6j

D, E, a, V0, B = 4e-30, 2e-19, 1e-10, 8e-19, 2e-23
k = np.sqrt(2*C.m_e*E)/C.hbar
d = C.m_e*C.e*D/(4*np.pi*C.epsilon_0*C.hbar**2)
xa, u0, unit = k*a, V0/E, 4*np.pi/k**2
a0sq = C.physical_constants['Bohr radius'][0]**2
ipow = lambda n: np.array([1, 1j, -1, -1j])[np.asarray(n) % 4]
clm = lambda l, m: np.sqrt(((l+1.)**2-m*m)/((2*l+1.)*(2*l+3.)))
harm = lambda n: np.sum(1.0/np.arange(1, n+1))

# Born amplitude from the damped Fourier integral (radial part 1/(eps+i q t))
qq, eps, be, ph = 0.7, 7e-5, 0.9, np.linspace(0, 2*np.pi, 8, endpoint=False)
g = lambda t: -qq*t*np.mean(t*np.cos(be)+np.sqrt(1-t*t)*np.sin(be)*np.cos(ph))/(eps**2+qq**2*t*t)
assert abs(d*quad(g, -1, 1, points=[-1e-3, 0, 1e-3], limit=300)[0]/(-2*d*np.cos(be)/qq)-1) < 5e-4

# angular matrix elements and rotor weights by quadrature
xg, wg = np.polynomial.legendre.leggauss(20)
def pref(l, m): return lpmv(m, l, xg)*np.sqrt((l+.5)*np.exp(gammaln(l-m+1)-gammaln(l+m+1)))
cq = lambda l, lp, m: np.sum(wg*xg*pref(l, m)*pref(lp, m))
assert abs(cq(4, 5, 2)-clm(4, 2)) < 1e-12
for J, Jp, w in [(5, 6, 6/11), (5, 4, 5/11), (5, 5, 0.0), (0, 1, 1.0)]:
    s = sum((2-(m == 0))*cq(J, Jp, m)**2 for m in range(min(J, Jp)+1))
    assert abs(3*s/(2*J+1)-w) < 1e-12
Ms = np.arange(-2, 3); Jpl = np.diag(np.sqrt(6.-Ms[:-1]*(Ms[:-1]+1)), -1)
mean = sum(w*x*2.5*np.abs(expm(-np.arccos(x)*(Jpl-Jpl.T)/2)[:, 3])**2 for x, w in zip(xg, wg))
wtop = 3*np.mean(mean**2)          # symmetric top J=2, K=1, Delta J=0
assert abs(wtop-1/6) < 1e-10

# radial dipole integrals through Legendre Q
def radial(kp, L):
    z = (1+kp*kp)/(2*kp); N = L+int(20/abs(np.log(kp)))+20
    q = [0.0]*(N+2); q[N] = 1e-30
    for l in range(N, 0, -1): q[l-1] = ((2*l+1)*z*q[l]-(l+1)*q[l+1])/l
    q = np.array(q[:L+2])*np.log((1+kp)/abs(1-kp))/q[0]
    return (kp*q[:-1]-q[1:])/(2*kp), np.r_[0, (q[:-2]-kp*q[1:-1])/(2*kp)]
def born_rot(kp, L):               # j=0->1, final l'=l+1 and l'=l-1
    Ip, Im = radial(kp, L); l = np.arange(L+1)
    return 4*d*d*kp*(l+1)/3*Ip**2, 4*d*d*kp*l/3*Im**2
r = np.linspace(0, 2000, 100001); Ip, Im = radial(0.8, 3)
assert abs(simpson(sj(3, r)*sj(4, .8*r), x=r)-Ip[3]) < 1e-5
assert abs(simpson(sj(3, r)*sj(2, .8*r), x=r)-Im[3]) < 1e-5
assert abs(simpson(sj(2, r)*sj(3, r), x=r)-1/6) < 1e-5
logB = lambda kp: 2*d*d/3*np.log((1+kp)/abs(1-kp))
kp = np.sqrt(1-2*B/E)
cum = np.cumsum(sum(born_rot(kp, 120000)))
assert abs(cum[-1]/logB(kp)-1) < 1e-6
dB = lambda th, kq: 4*d*d/3*kq/((1-kq)**2+4*kq*np.sin(th/2)**2)
angint = lambda kq, t0, t1: quad(lambda u: .5*np.sin(np.exp(u))*np.exp(u)*dB(np.exp(u), kq), np.log(t0), np.log(t1), limit=300)[0]
assert abs(angint(kp, 1e-9, np.pi)/logB(kp)-1) < 1e-6
for t0 in (1e-2, 1e-5): assert abs(angint(1., t0, np.pi)/(2*d*d/3*np.log(1/np.sin(t0/2)))-1) < 1e-6
assert abs(cum[10]/(d*d/3*(harm(10)+harm(11)))-1) < 2e-3

# exact fixed-nuclei T matrices
def wmat(m, L, dd):
    l = np.arange(m, L+1); o = np.diag(clm(l[:-1], m), 1)
    return np.diag(l*(l+1.))-2*dd*(o+o.T)
dcrit = brentq(lambda x: np.linalg.eigvalsh(wmat(0, 20, x))[0]+.25, .3, 1.)
assert d < dcrit
inner = lambda l, kap: 1/xa+kap*sj(l, kap*xa, True)/sj(l, kap*xa)
LB, LM = 90, 70
T, TB = [], []
for m in range(LM+1):
    l = np.arange(m, LB+1); ev, O = np.linalg.eigh(wmat(m, LB, d)); mu = np.sqrt(ev+.25)
    if m == 0: nu0 = mu[0]-.5
    Y = O.T@np.diag(inner(l, np.sqrt(1+u0)))@O
    Jf, Nf = jv(mu, xa), -yv(mu, xa)
    X = -np.linalg.solve(np.diag(.5/xa+yvp(mu, xa)/yv(mu, xa))-Y, np.diag(.5*Jf/xa+jvp(mu, xa))-Y*Jf)/Nf[:, None]
    I = np.eye(len(l)); A = ipow(l)[:, None]*O*np.exp(-.5j*np.pi*(mu-.5))
    S = A@(I+1j*X)@np.linalg.inv(I-1j*X)@A.T
    assert np.abs(S@S.conj().T-I).max() < 1e-9
    T.append((S-I)/2j); o = np.diag(d*clm(l[:-1], m)/(l[:-1]+1), 1); TB.append(o+o.T)
psum = lambda M: np.array([sum((2-(m == 0))*np.sum(np.abs(M[m][:, l-m])**2) for m in range(l+1)) for l in range(LM+1)])
p, pB = psum(T), psum(TB); dp = p-pB
assert abs(pB[:41].sum()-d*d/3*(harm(40)+harm(41))) < 1e-12
eik = dp[40]/(-2*d**4/15/40.5**3)
assert abs(eik-1) < 0.1            # corrections are O(1/l)

# orientation-averaged DCS (unit 1/k^2)
ca, wa = np.polynomial.legendre.leggauss(12)
def dcs(th, M, L, kq=None):
    t, c, f = np.meshgrid(th, ca, np.linspace(0, 2*np.pi, 24, endpoint=False), indexing='ij')
    s = np.sqrt(1-c*c); zf = np.cos(t)*c-np.sin(t)*np.cos(f)*s
    az = np.arctan2(np.sin(t)*np.sin(f), np.cos(t)*s+np.sin(t)*np.cos(f)*c).ravel()
    z = np.array([c.ravel(), zf.ravel()]); sz = np.sqrt(np.clip(1-z*z, 0, 1))
    pmm = np.full_like(z, (4*np.pi)**-.5); amp = 0j
    for m in range(L+1):
        if m: pmm = pmm*sz*np.sqrt((2*m+1)/(2*m))
        P = [pmm]
        for l in range(m, L): P.append((z*P[-1]-(clm(l-1, m)*P[-2] if l > m else 0))/clm(l, m))
        P = np.array(P); l = np.arange(m, L+1); n = len(l)
        G = ipow(l[None, :]-l[:, None])*M[m][:n, :n]
        amp = amp+4*np.pi*(2-(m == 0))*np.cos(m*az)*np.sum(P[:, 1]*(G@P[:, 0]), 0)
    amp = amp.reshape(t.shape)
    if kq: amp = amp-2j*d*np.sqrt(kq)*(kq*zf-c)/((1-kq)**2+4*kq*np.sin(t/2)**2)
    return (np.abs(amp)**2).mean(2)@wa/2
dT = [x-y for x, y in zip(T, TB)]; L = 12; tg = np.arccos(xg)
resF = dcs(tg, dT, L, 1.)-dB(tg, 1.)
sq = sum((2-(m == 0))*np.sum(np.abs(T[m][:L-m+1, :L-m+1])**2-TB[m][:L-m+1, :L-m+1]**2) for m in range(L+1))
assert abs(.5*wg@resF-sq) < 1e-6
assert abs(.5*wg@(dcs(tg, dT, L, kp)-dB(tg, kp))/sq-1) < 1e-3     # O(B/E)
ang = np.radians([45., 60., 90., 120.])
filt = lambda M: [M[m]*np.exp(-((np.add.outer(np.arange(m, LB+1), np.arange(m, LB+1))+1)/60.)**4) for m in range(LM+1)]
ref = dcs(ang, filt(T), LM)        # no Born input
assert np.abs(dcs(ang, filt(dT), LM, 1.)/ref-1).max() < 2e-3
eC, eU = np.abs(dcs(ang, dT, L, 1.)/ref-1).max(), np.abs(dcs(ang, T, L)/ref-1).max()
assert eC < 0.02 and eU > 3*eC

# laboratory-frame rotational close coupling out of j=0
def lab(Jt, ch, N):
    W = np.diag([l*(l+1.) for j, l in ch]+[2.]*(N-len(ch)))
    for i, (j, l) in enumerate(ch):
        for n, (j2, l2) in enumerate(ch[:i]):
            if abs(j-j2) == 1 and abs(l-l2) == 1:
                W[i, n] = W[n, i] = -2*d*(-1)**(j+j2+Jt)*np.sqrt((2*j+1)*(2*j2+1)*(2*l+1)*(2*l2+1))*float(
                    wigner_3j(j, 1, j2, 0, 0, 0)*wigner_3j(l, 1, l2, 0, 0, 0)*wigner_6j(j, l, Jt, l2, j2, 1))
    return W
ch = [(j, l) for l in range(5) for j in range(abs(2-l), l+3, 2)]
body = np.sort(np.concatenate([np.linalg.eigvalsh(wmat(m, 4, d)) for m in range(3)]))
assert np.abs(np.linalg.eigvalsh(lab(2, ch, len(ch)))-body).max() < 1e-10
JM, N, R, betas = 10, 15, 1000., np.array([0., .02, .005])
chs = [[(j, l) for j in range(5) for l in range(abs(Jt-j), Jt+j+1, 2)] for Jt in range(JM+1)]
W = np.array([lab(Jt, c, N) for Jt, c in enumerate(chs)])
jl = np.array([c+[(0, 1)]*(N-len(c)) for c in chs])               # padding channels are uncoupled
kj = np.sqrt(1-betas[:, None, None]*jl[..., 0]*(jl[..., 0]+1)); ll = np.broadcast_to(jl[..., 1], kj.shape)
I = np.eye(N); dg = lambda v: v[..., None]*I
Y = dg(inner(ll, np.sqrt(kj**2+u0))); x = xa
while x < R-1e-9:
    h = min(.2, .01*x, (R-x)/2); y1, y2 = dg(kj/np.tan(kj*h)), kj/np.sin(kj*h)
    yy = y2[..., :, None]*y2[..., None, :]; Uc = W/(x+h)**2
    Qc = 2*h/3*np.linalg.inv(I-h*h/6*Uc)@Uc
    Y = y1+Qc-yy*np.linalg.inv(Y+y1+h/3*W/x**2)
    x += 2*h
    Y = y1+h/3*W/x**2-yy*np.linalg.inv(Y+y1+Qc)
z = kj*x; sk = np.sqrt(kj)
Jf, Jd = z*sj(ll, z)/sk, sk*(sj(ll, z)+z*sj(ll, z, True))
Nf, Nd = -z*sy(ll, z)/sk, -sk*(sy(ll, z)+z*sy(ll, z, True))
K = -np.linalg.solve(dg(Nd)-Y*Nf[..., None, :], dg(Jd)-Y*Jf[..., None, :])
pc = np.abs((K@np.linalg.inv(I-1j*K))[..., 0])**2*(2*np.arange(JM+1)+1)[:, None]
e0 = np.abs(pc[0].sum(1)-p[:JM+1]).max()
assert e0 < 3e-4
out = []
for ib in (1, 2):
    kq = np.sqrt(1-2*betas[ib]); bp, bm = born_rot(kq, JM); dc = pc[ib].sum(1)-bp-bm
    err = np.abs(dc-dp[:JM+1]).sum()
    assert err < betas[ib]*np.log(2/betas[ib])
    out.append((betas[ib], logB(kq)+dc.sum(), logB(kq)+dp[:JM+1].sum(), err, pc[ib, JM, 2], bp[JM]))
fn10 = d*d/3/(JM+1)
assert abs(out[0][4]/out[0][5]-1) < .03 and abs(fn10/out[0][4]-1) > .3
assert out[1][3] < out[0][3] and abs(out[1][2]/out[1][1]-1) < .02

print(f"D = {D:.2e} C m, E = {E:.2e} J, B = {B:.2e} J")
print(f"a = {a:.2e} m, V0 = {V0:.2e} J")
print(f"k = {k:.5e} 1/m, ka = {xa:.5f}, 4pi/k^2 = {unit:.5e} m^2")
print(f"d = {d:.5f}, critical d = {dcrit:.5f}, lowest nu = {nu0:.5f}")
print(f"J=0->1: k-k' = {k*(1-kp):.5e} 1/m, k/(k-k') = {1/(1-kp):.1f}")
print(f"ln((k+k')/(k-k')) = {np.log((1+kp)/(1-kp)):.5f}")
print(f"8 pi d^2/3k^2 = Born FN sigma_m = {unit*2*d*d/3:.5e} m^2")
print(f"symmetric top J=2 K=1 DeltaJ=0 weight = {wtop:.5f}")
for n in (10, 100, 1000, 10000, 100000):
    print(f"Born sum L={n}: FN {unit*d*d/3*(harm(n)+harm(n+1)):.5e}, rotor {unit*cum[n]:.5e} m^2")
print(f"rotor Born sigma(0->1) closed form = {unit*logB(kp):.5e} m^2")
print(f"fraction of it below 1 deg = {angint(kp, 1e-9, np.radians(1))/logB(kp):.4f}")
for l in (0, 1, 2, 4, 10): print(f"l={l}: p = {p[l]:.6f}, pB = {pB[l]:.6f}, p-pB = {dp[l]:.3e}")
print(f"(p-pB)/asymptotic law at l=40 = {eik:.4f}")
for n in (2, 4, 12, 60): print(f"residual sum L={n}: {unit*dp[:n+1].sum():.6e} m^2")
s0 = unit*(logB(kp)+dp[:L+1].sum())
print(f"unclosed FN sigma L=12: {unit*p[:13].sum():.5e}, L=60: {unit*p[:61].sum():.5e} m^2")
print(f"closed sigma J=0 = {s0:.5e} m^2 = {s0/a0sq:.2f} a0^2")
su, sd = unit*6/11*logB(np.sqrt(1-12*B/E)), unit*5/11*logB(np.sqrt(1+10*B/E))
s5 = su+sd+unit*dp[:L+1].sum()
print(f"Born sigma 5->6 = {su:.5e}, 5->4 = {sd:.5e} m^2")
print(f"closed sigma J=5 = {s5:.5e} m^2 = {s5/a0sq:.2f} a0^2")
sm = unit*(2*d*d/3+.5*wg@((1-xg)*resF))
print(f"closed FN sigma_m = {sm:.4e} m^2 = {sm/a0sq:.2f} a0^2")
degs = np.array([0, .001, .01, .1, 1, 10, 45, 60, 90, 120.]); Dc = dcs(np.radians(degs), dT, L, kp)/k**2
for t, v in zip(degs, Dc):
    fn = f"{dB(np.radians(t), 1.)/k**2:.4e}" if t else "infinite"
    print(f"DCS {t:g} deg: closed {v:.4e}, FN Born {fn} m^2/sr")
print("reference DCS 45,60,90,120 deg:", " ".join(f"{v/k**2:.4e}" for v in ref), "m^2/sr")
print(f"max DCS error at L=12: closed {eC:.4f}, unclosed {eU:.4f}")
print(f"close coupling B=0 vs exact FN: max |dp| = {e0:.1e}")
for b, scc, scl, err, pcc, pbr in out:
    print(f"B/E={b}: CC {unit*scc:.5e}, closure {unit*scl:.5e} m^2, sum|dp| = {err:.2e}")
    print(f"B/E={b}: l=10->11 CC {pcc:.4e}, rotor Born {pbr:.4e}, FN Born {fn10:.4e}")
print("no test failed")
```

Running it gives:

```
D = 4.00e-30 C m, E = 2.00e-19 J, B = 2.00e-23 J
a = 1.00e-10 m, V0 = 8.00e-19 J
k = 5.72398e+09 1/m, ka = 0.57240, 4pi/k^2 = 3.83542e-19 m^2
d = 0.47179, critical d = 0.63931, lowest nu = -0.17010
J=0->1: k-k' = 5.72427e+05 1/m, k/(k-k') = 9999.5
ln((k+k')/(k-k')) = 9.90339
8 pi d^2/3k^2 = Born FN sigma_m = 5.69140e-20 m^2
symmetric top J=2 K=1 DeltaJ=0 weight = 0.16667
Born sum L=10: FN 1.69286e-19, rotor 1.69248e-19 m^2
Born sum L=100: FN 2.95516e-19, rotor 2.95552e-19 m^2
Born sum L=1000: FN 4.26056e-19, rotor 4.27577e-19 m^2
Born sum L=10000: FN 5.57054e-19, rotor 5.49223e-19 m^2
Born sum L=100000: FN 6.88098e-19, rotor 5.63641e-19 m^2
rotor Born sigma(0->1) closed form = 5.63641e-19 m^2
fraction of it below 1 deg = 0.5212
l=0: p = 0.286061, pB = 0.074195, p-pB = 2.119e-01
l=1: p = 0.066012, pB = 0.111293, p-pB = -4.528e-02
l=2: p = 0.060967, pB = 0.061829, p-pB = -8.625e-04
l=4: p = 0.033299, pB = 0.033388, p-pB = -8.900e-05
l=10: p = 0.014159, pB = 0.014165, p-pB = -5.903e-06
(p-pB)/asymptotic law at l=40 = 1.0022
residual sum L=2: 6.356182e-20 m^2
residual sum L=4: 6.344229e-20 m^2
residual sum L=12: 6.339564e-20 m^2
residual sum L=60: 6.338842e-20 m^2
unclosed FN sigma L=12: 2.42201e-19, L=60: 3.30205e-19 m^2
closed sigma J=0 = 6.27037e-19 m^2 = 223.92 a0^2
Born sigma 5->6 = 2.51802e-19, 5->4 = 2.14580e-19 m^2
closed sigma J=5 = 5.29777e-19 m^2 = 189.19 a0^2
closed FN sigma_m = 1.2124e-19 m^2 = 43.29 a0^2
DCS 0 deg: closed 9.0563e-13, FN Born infinite m^2/sr
DCS 0.001 deg: closed 8.7887e-13, FN Born 2.9736e-11 m^2/sr
DCS 0.01 deg: closed 2.2386e-13, FN Born 2.9736e-13 m^2/sr
DCS 0.1 deg: closed 2.9639e-15, FN Born 2.9736e-15 m^2/sr
DCS 1 deg: closed 2.9748e-17, FN Born 2.9737e-17 m^2/sr
DCS 10 deg: closed 3.0754e-19, FN Born 2.9812e-19 m^2/sr
DCS 45 deg: closed 2.0024e-20, FN Born 1.5463e-20 m^2/sr
DCS 60 deg: closed 1.3501e-20, FN Born 9.0581e-21 m^2/sr
DCS 90 deg: closed 9.2698e-21, FN Born 4.5291e-21 m^2/sr
DCS 120 deg: closed 8.2698e-21, FN Born 3.0194e-21 m^2/sr
reference DCS 45,60,90,120 deg: 2.0021e-20 1.3489e-20 9.2488e-21 8.2452e-21 m^2/sr
max DCS error at L=12: closed 0.0030, unclosed 0.3663
close coupling B=0 vs exact FN: max |dp| = 4.2e-05
B/E=0.02: CC 3.24523e-19, closure 3.24341e-19 m^2, sum|dp| = 7.54e-03
B/E=0.02: l=10->11 CC 2.2475e-03, rotor Born 2.2489e-03, FN Born 6.7450e-03
B/E=0.005: CC 4.04133e-19, closure 4.04111e-19 m^2, sum|dp| = 2.91e-03
B/E=0.005: l=10->11 CC 4.6166e-03, rotor Born 4.6239e-03, FN Born 6.7450e-03
no test failed
```
